\section*{An exact two-electron planar dot as a zero-variance test}

\section{Problem}

Two electrons move in a plane, held by a harmonic trap and repelling each other through the Coulomb interaction. In atomic units, with the free-electron mass and no screening,
\begin{equation}
H=-\tfrac12\left(\nabla_1^2+\nabla_2^2\right)+\tfrac12\omega^2\left(r_1^2+r_2^2\right)+\frac1{r_{12}} .
\label{H}
\end{equation}
Here $\mathbf r_1,\mathbf r_2$ are two-dimensional vectors measured from the trap centre and $r_{12}=|\mathbf r_1-\mathbf r_2|$. At $\omega=1$ the trap quantum is one hartree, or 27.2114 eV. This is a model chosen for its simple numbers.

A Monte Carlo code evaluates the local energy of a trial function $\psi$,
\begin{equation}
E_L(\mathbf r_1,\mathbf r_2)=\frac{H\psi}{\psi},
\end{equation}
at sampled configurations and averages it. If $\psi$ is an eigenfunction, $E_L$ is the same number everywhere and the average has no statistical scatter.

\begin{enumerate}
\item Estimate the ground-state energy at $\omega=1$ by scaling.
\item Verify that $\psi=(1+r_{12})\,e^{-(r_1^2+r_2^2)/2}$ is an eigenfunction at $\omega=1$ with energy 3, and decide whether it is the ground state.
\item Find which errors in a code this function can reveal, and which it cannot.
\item Compare the estimate with the exact solution, term by term.
\end{enumerate}

\section{First estimate by scaling}

Measure lengths in units of $\omega^{-1/2}$ by writing $\mathbf r_i=\boldsymbol\rho_i/\sqrt\omega$. Each Laplacian gains a factor $\omega$, each $r_i^2$ a factor $1/\omega$, and $1/r_{12}$ a factor $\sqrt\omega$. Therefore
\begin{equation}
H=\omega\left[-\tfrac12\left(\nabla_{\rho_1}^2+\nabla_{\rho_2}^2\right)+\tfrac12\left(\rho_1^2+\rho_2^2\right)+\frac{1}{\sqrt\omega\,\rho_{12}}\right].
\end{equation}
The repulsion is weak compared with the trap when $\omega\gg1$. When $\omega\ll1$ it is large compared with the trap quantum $\omega$, but the electrons then move apart and the trap energy grows with it: for classical charges at $\pm\mathbf r/2$ the energy $\tfrac14\omega^2r^2+1/r$ is lowest where the repulsion is twice the trap energy. At $\omega=1$ its coefficient is one, so it is not a small correction.

For an estimate, keep the size of the dot without repulsion. Its ground state is $g=e^{-\omega(r_1^2+r_2^2)/2}$. The density of each electron is proportional to $e^{-\omega r_i^2}$, which in the plane gives $\langle r_i^2\rangle=1/\omega$. The trap energy is then $\tfrac12\omega^2(2/\omega)=\omega$. The total energy is $2\omega$, one $\omega$ for each planar oscillator, so the kinetic energy is also $\omega$.

The two positions are independent with zero mean, so $\langle r_{12}^2\rangle=\langle r_1^2\rangle+\langle r_2^2\rangle=2/\omega$. Taking the repulsion as the inverse of the root-mean-square distance gives
\begin{equation}
E_{\rm est}=2\omega+\sqrt{\omega/2}.
\label{est}
\end{equation}
At $\omega=1$ this is $2(27.21)+27.21/\sqrt2=54.42+19.24=73.66$ eV. It is not a variational upper bound, because with $\langle1/r_{12}\rangle$ replaced by an inverse length it is not an expectation value of $H$, and nothing in its construction makes it a lower bound.

\section{Exact solution}

\subsection{The local energy}

It costs little to treat a more general function, and it shows why the numbers in the problem are needed. Let
\begin{equation}
\psi=u\,g,\qquad u=1+b\,r,\qquad g=e^{-\omega(r_1^2+r_2^2)/2},\qquad r\equiv r_{12}.
\end{equation}
The product rule, applied to each electron, gives
\begin{equation}
-\frac12\sum_i\frac{\nabla_i^2(ug)}{ug}
=-\frac12\sum_i\frac{\nabla_i^2u}{u}
-\sum_i\frac{\nabla_iu\cdot\nabla_ig}{ug}
-\frac12\sum_i\frac{\nabla_i^2g}{g}.
\label{product}
\end{equation}
The three sums are evaluated in turn.

For a function of distance in the plane, $\nabla^2f=f''+f'/r$. With $f=r$ this is $1/r$, for either electron, so
\begin{equation}
-\frac12\sum_i\frac{\nabla_i^2u}{u}=-\frac12\,\frac{2b/r}{1+br}=-\frac{b}{r(1+br)} .
\end{equation}

For the cross term, let $\hat{\mathbf r}=(\mathbf r_1-\mathbf r_2)/r$. Then $\nabla_1u=b\hat{\mathbf r}$, $\nabla_2u=-b\hat{\mathbf r}$ and $\nabla_ig=-\omega\mathbf r_i\,g$. The scalar products add up to $-\omega b\,\hat{\mathbf r}\cdot(\mathbf r_1-\mathbf r_2)\,g=-\omega b\,r\,g$, and the minus sign in (\ref{product}) makes the contribution positive:
\begin{equation}
-\sum_i\frac{\nabla_iu\cdot\nabla_ig}{ug}=\frac{\omega b\,r}{1+br}.
\label{cross}
\end{equation}

For the Gaussian, the divergence of $-\omega\mathbf r_i g$ is $(-2\omega+\omega^2r_i^2)g$, where the 2 is the dimension of the plane. Hence
\begin{equation}
-\frac12\sum_i\frac{\nabla_i^2g}{g}=2\omega-\tfrac12\omega^2(r_1^2+r_2^2).
\end{equation}
Its last term cancels the trap potential. Adding the repulsion, written as $1/r=(1/r+b)/(1+br)$, leaves
\begin{equation}
E_L=2\omega+\frac{\omega b\,r+b+(1-b)/r}{1+br}.
\label{general}
\end{equation}

For $b=1$ and $\omega=1$ the fraction is $(r+1)/(1+r)=1$, and
\begin{equation}
E_L=2+1=3
\end{equation}
at every configuration with $r>0$. The energy is 3 hartree, or 81.634 eV.

Both conditions are necessary within this family. A constant $E_L$ must stay finite as $r\to0$, which requires $b=1$. The fraction is then $(\omega r+1)/(1+r)$, which tends to 1 at small $r$ and to $\omega$ at large $r$. It is constant only if $\omega=1$.

The point $r=0$ needs separate attention, since $r$ has a kink there and a Laplacian can hide a delta function. The flux of $\nabla r=\hat{\mathbf r}$ through a circle of radius $\epsilon$ is $2\pi\epsilon$, which vanishes with $\epsilon$. There is no delta function, and $H\psi=3\psi$ holds without an extra term at contact.

\subsection{Why it is the ground state}

Take any smooth, rapidly decaying function $\chi$ and write $\chi=f\psi$, which is allowed because $\psi$ is positive everywhere. The potential terms and $f\,\nabla_i^2\psi$ combine into $3f\psi$, so that
\begin{equation}
(H-3)f\psi=-\frac12\sum_i\left(2\nabla_i\psi\cdot\nabla_if+\psi\nabla_i^2f\right)
=-\frac1{2\psi}\sum_i\nabla_i\cdot\left(\psi^2\nabla_if\right).
\end{equation}
Multiply by $f^*\psi$ and integrate by parts:
\begin{equation}
\langle\chi|H-3|\chi\rangle=\frac12\sum_i\int\psi^2|\nabla_if|^2\,d^2r_1\,d^2r_2\;\ge0 .
\end{equation}
The surface terms vanish at infinity because $\chi$ decays, and around $r=0$ because $\nabla_if$ stays bounded while the circle shrinks. No state lies below 3, and equality requires a constant $f$. The function is therefore the unique spatial ground state. It is symmetric under exchange, so the electrons form a spin singlet.

For a numerical check, put $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$. Then $\nabla_{1,2}=\tfrac12\nabla_R\pm\nabla_r$ gives $\nabla_1^2+\nabla_2^2=\tfrac12\nabla_R^2+2\nabla_r^2$, and $\mathbf r_{1,2}=\mathbf R\pm\mathbf r/2$ gives $r_1^2+r_2^2=2R^2+\tfrac12r^2$. At $\omega=1$ the Hamiltonian is therefore the sum of $-\tfrac14\nabla_R^2+R^2$, a planar oscillator with ground state $e^{-R^2}$ and energy 1, and $-\nabla_r^2+\tfrac14r^2+1/r$. The relative part has solutions $f(r)e^{im\varphi}$, where $\varphi$ is the polar angle of $\mathbf r$ and $m$ the relative angular momentum. Exchange sends $\mathbf r\to-\mathbf r$ and multiplies them by $(-1)^m$. Diagonalizing the radial equation for $m=0$ in a polynomial basis that does not contain the solution, and adding the centre-of-mass energy of 1 hartree, gives the same lowest level, 81.634 eV. The lowest level with $m=1$, whose spatial function is antisymmetric and belongs to the triplet, lies at 97.866 eV.

\subsection{Two configurations in numbers}

Put the electrons at $(0.50,0.00)$ and $(-0.20,0.30)$ angstrom. Their distance is $\sqrt{0.70^2+0.30^2}=0.7616$ angstrom. The contributions to the local energy are
\begin{equation}
\underbrace{44.26}_{\text{kinetic}}+\underbrace{18.46}_{\text{trap}}+\underbrace{18.91}_{\text{repulsion}}=81.63\ \text{eV}.
\end{equation}
Now move the second electron to $(0.49,0.00)$ angstrom, only 0.01 angstrom from the first:
\begin{equation}
-1382.14+23.81+1439.96=81.63\ \text{eV}.
\end{equation}
The repulsion has grown by more than 1400 eV and the local kinetic energy has dropped to compensate. A negative local kinetic energy is no contradiction: $-\tfrac12\nabla^2\psi/\psi$ reflects the curvature of $\psi$ at one point, and positivity is required only of its average over $\psi^2$.

\section{What the function tests in a code}

\subsection{The slope at contact}

Set $\omega=1$ and leave $b$ free. Subtracting 3 from (\ref{general}) gives
\begin{equation}
E_L-3=\frac{br+b+(1-b)/r-1-br}{1+br}=\frac{(1-b)(1-r)}{r(1+br)} .
\label{dev}
\end{equation}
This vanishes at $r=1$ whatever the value of $b$. A check at that single distance would pass a wrong slope, so several distances are needed, including small ones.

To average over $\psi^2$, introduce the centre of mass $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$. From $\mathbf r_{1,2}=\mathbf R\pm\mathbf r/2$ follows
\begin{equation}
r_1^2+r_2^2=2R^2+\tfrac12r^2 ,
\end{equation}
so $\psi^2=(1+br)^2e^{-r^2/2}\,e^{-2R^2}$, and the distance has the weight $(1+br)^2e^{-r^2/2}\,r\,dr$. The integrals needed are
\begin{equation}
M_n=\int_0^\infty r^ne^{-r^2/2}dr,\qquad M_n=(n-1)M_{n-2}\quad(n\ge2),
\end{equation}
where the recursion comes from integrating $r^{n-1}\,(r\,e^{-r^2/2})$ by parts. With $s=\sqrt{\pi/2}$ they are $M_0=s$, $M_1=1$, $M_2=s$, $M_3=2$, $M_4=3s$ and $M_5=8$. The norm is
\begin{equation}
N_b=M_1+2bM_2+b^2M_3=1+2bs+2b^2 .
\end{equation}
In the mean of (\ref{dev}) one factor $1+br$ and the factor $r$ cancel:
\begin{align}
E(b)-3&=\frac{1-b}{N_b}\int_0^\infty(1-r)(1+br)\,e^{-r^2/2}dr\notag\\
&=\frac{1-b}{N_b}\left[s+(b-1)-bs\right]
=\frac{(1-b)^2(s-1)}{1+2bs+2b^2}.
\label{Eb}
\end{align}
The mean energy is 88.53 eV for $b=0$, 82.26 eV for $b=0.5$, and 81.82 eV for $b=1.5$. All lie above 81.63 eV, as the variational principle demands.

The variance behaves differently. Near contact $E_L\simeq(1-b)/r$, and its square times the weight $r\,dr$ is $(1-b)^2dr/r$. The integral diverges logarithmically for every $b\ne1$. If it is cut off at a smallest distance, each reduction of the cutoff by a factor of ten adds
\begin{equation}
\Delta\sigma^2=\frac{(1-b)^2\ln10}{1+2bs+2b^2}
\end{equation}
once the cutoff is small. For $b=0.5$ this is 154.8 eV$^2$. Direct integration gives 324.1, 478.7 and 633.5 eV$^2$ for cutoffs of $10^{-3}$, $10^{-4}$ and $10^{-5}$ angstrom, with steps of 154.6 and 154.8 eV$^2$. The mean energy is wrong by only 0.63 eV, or 0.8\% of the exact energy, yet the variance does not exist. The standard central limit theorem assumes a finite variance and no longer justifies an error bar computed from the sample variance. Because the divergence is only logarithmic, the damage is moderate: such error bars tend to be too small in short runs and approach their nominal reliability slowly as the sample grows.

The value $b=0.5$ is what a three-dimensional code would use for a pair of opposite spin. There $\nabla^2r=2/r$ instead of $1/r$, so the kinetic term at contact is $-2b/r$ and the repulsion is cancelled by $b=1/2$. The test therefore exposes a contact condition carried over from the wrong dimension.

\subsection{A missing derivative term}

Suppose a code forgets the cross term (\ref{cross}) of the product rule. At $b=\omega=1$ it reports
\begin{equation}
E_L^{\rm faulty}=3-\frac{r}{1+r}.
\end{equation}
The mean over the correct $\psi^2$ follows from the same integrals. One factor $1+r$ cancels, and
\begin{equation}
\left\langle\frac r{1+r}\right\rangle=\frac{M_2+M_3}{N_1}=\frac{s+2}{3+2s}.
\end{equation}
The faulty mean is 65.56 eV, which is 16.08 eV below the true ground-state energy. The variational principle is not violated, because the reported quantity is no longer the expectation value of $H$. A Metropolis run gives $65.552\pm0.004$ eV, with a standard deviation of 3.2 eV between configurations. Either the spread or the wrong value reveals the error.

\subsection{What constant energy cannot show}

The average of a constant is that constant under any normalized distribution. The energy test consequently says nothing about whether the configurations were drawn correctly. A second observable is needed, and the mean distance serves well. For the exact function,
\begin{equation}
\langle r_{12}\rangle=\frac{M_2+2M_3+M_4}{N_1}=\frac{4+4s}{3+2s},
\end{equation}
which is 0.8662 angstrom.

Two Metropolis runs of 800\,000 configurations show the difference. The first samples $\psi^2$, and the second samples $\psi$, as if the square had been forgotten in the acceptance ratio. Both return 81.6342 eV, with standard deviations of order $10^{-14}$ eV, the level of rounding in double precision. The mean distances are
\begin{equation}
0.8668\pm0.0005\ \text{angstrom}\qquad\text{and}\qquad1.1021\pm0.0008\ \text{angstrom}.
\end{equation}
The first agrees with the exact value within about one standard error. The second is 27\% too large relative to it, and agrees with the 1.1018 angstrom obtained by integrating with the wrong weight. The energy is perfect in both runs, and only the distance tells them apart.

The same limit applies to diffusion Monte Carlo with this guiding function. A walker's weight is multiplied in each time step $\tau$ by $\exp[-\tau(E_L-E_T)]$, where $E_T$ is the reference energy. With $E_L=E_T=3$ this factor is one for every walker. Since the exponent is zero whatever multiplies it, a wrong sign or a wrong time step in this factor goes unnoticed, and an error in the drift or diffusion step can distort the distribution without changing the energy.

\section{Comparison of the estimate with the exact solution}

The exact energy can be split into the three parts that entered the estimate. The mean repulsion is
\begin{equation}
\left\langle\frac1{r_{12}}\right\rangle=\frac{M_0+2M_1+M_2}{N_1}=\frac{2+2s}{3+2s},
\end{equation}
or 22.27 eV. For the trap energy, the separation into $\mathbf R$ and $\mathbf r$ gives $\tfrac12(r_1^2+r_2^2)=R^2+r^2/4$. The weight $e^{-2R^2}R\,dR$ yields $\langle R^2\rangle=\tfrac12$, and
\begin{equation}
\langle r_{12}^2\rangle=\frac{M_3+2M_4+M_5}{N_1}=\frac{10+6s}{3+2s}.
\end{equation}
The trap energy $\tfrac12+\tfrac14\langle r_{12}^2\rangle$ is 35.25 eV. The kinetic energy is what remains of the total, 24.11 eV.

\begin{center}
\begin{tabular}{lrrr}
Energy in eV & Estimate & Exact & Exact $-$ estimate\\
\hline
Kinetic & 27.21 & 24.11 & $-3.10$\\
Trap & 27.21 & 35.25 & $8.04$\\
Repulsion & 19.24 & 22.27 & $3.03$\\
Total & 73.66 & 81.63 & $7.97$
\end{tabular}
\end{center}

The estimate is 9.8\% below the exact energy. Two approximations were made, and they act in opposite directions.

The first is the frozen size. In the exact state $\langle r_{12}^2\rangle$ is larger than the value 2 of the dot without repulsion: the expression above is about 3.2 in atomic units. The electrons stand farther apart, which raises the trap energy $\tfrac12+\tfrac14\langle r_{12}^2\rangle$ by 8.04 eV. Compared with the unperturbed dot, the kinetic energy is lower by 3.10 eV, and the true mean repulsion falls from $s$ hartree, 34.10 eV, to 22.27 eV, that is by 11.83 eV. The three changes add up to $8.04-3.10-11.83=-6.89$ eV. Keeping the old size while evaluating the repulsion properly gives the $b=0$ result, 88.53 eV. This is a true expectation value and therefore lies above the exact energy, by 6.89 eV.

The second is the replacement of $\langle1/r_{12}\rangle$ by the inverse root-mean-square distance. Close pairs contribute strongly to the mean inverse, which the replacement ignores. In the unperturbed dot the correct mean is $M_0/M_1=s\simeq1.25$, against $1/\sqrt2\simeq0.71$ in the estimate. This lowers the energy by $34.10-19.24=14.86$ eV. The net error of the estimate is $6.89-14.86=-7.97$ eV: it lies 7.97 eV below the exact energy, as in the table. The fair agreement of the scaling estimate thus rests partly on cancellation.

The local-energy formula, the variational energies and the averages used here are checked numerically by the numerical check.

\section*{Numbers as computed}
\begin{verbatim}
trap quantum: 27.2114 eV
exact energy: 3 hartree = 81.6342 eV
ordinary: x1,y1,x2,y2 = [0.5, 0.0, -0.2, 0.3] angstrom
  distance 0.7616 angstrom
  kinetic 44.2635 eV, trap 18.4630 eV
  repulsion 18.9077 eV, sum 81.6342 eV
close: x1,y1,x2,y2 = [0.5, 0.0, 0.49, 0.0] angstrom
  distance 0.0100 angstrom
  kinetic -1382.1428 eV, trap 23.8124 eV
  repulsion 1439.9645 eV, sum 81.6342 eV
lowest level by diagonalization: 81.6342 eV
lowest level, relative momentum 1: 97.8657 eV
slope b = 0.0: mean energy 88.5272 eV
slope b = 0.5: mean energy 82.2600 eV
slope b = 1.0: mean energy 81.6342 eV
slope b = 1.5: mean energy 81.8203 eV
b = 0.5, cutoff 1e-03 angstrom: variance 324.1 eV^2
b = 0.5, cutoff 1e-04 angstrom: variance 478.7 eV^2
b = 0.5, cutoff 1e-05 angstrom: variance 633.5 eV^2
predicted growth per decade: 154.8 eV^2
exact mean kinetic energy: 24.1147 eV
exact mean trap energy: 35.2496 eV
exact mean repulsion: 22.2698 eV
exact mean distance: 0.8662 angstrom
sampling psi^2: 800000 configurations
  mean local energy 81.6342 eV
  standard deviation 1.6e-14 eV
  mean distance 0.8668 +- 0.0005 angstrom
  cross term omitted: mean 65.552 +- 0.004 eV
  cross term omitted: deviation 3.235 eV
  cross term omitted: exact mean 65.558 eV
sampling psi (fault): 800000 configurations
  mean local energy 81.6342 eV
  standard deviation 9.8e-15 eV
  mean distance 1.1021 +- 0.0008 angstrom
  distance expected for this fault 1.1018 angstrom
\end{verbatim}
